# Reversible RESPA as Slow Impulses Around an Inner Verlet Loop

In a molecular dynamics run on a correlated potential surface, almost all the computer time goes into the correlated forces. If a cheaper method, such as Hartree–Fock, already supplies most of the stiffness of the bonds, one can compute its forces at every short step and the remaining correction less often. How much less often, and in what way the correction must enter so that the energy does not drift away, are the practical questions. The reversible reference-system propagator algorithm, reversible RESPA, gives a definite rule, and its derivation also shows where the rule stops working.

Take classical nuclei with coordinates $x_i$, momenta $p_i$ and masses $m_i$, and divide the potential into two parts:
$$H=\sum_i\frac{p_i^2}{2m_i}+V_f(x)+V_s(x),\qquad F_f=-\nabla V_f,\quad F_s=-\nabla V_s .$$
The subscripts stand for fast and slow. If $V_f$ is the cheap surface and $V$ the accurate one, then $V_s=V-V_f$, and nothing is lost in the division. Both forces are assumed to be smooth functions of the positions alone; there are no constraints and no thermostat. An electronic calculation stopped early, whose force depends on the starting guess inherited from earlier steps, violates this assumption.

Let $g(x,p)$ be any smooth function on phase space. Along the motion, the chain rule and Hamilton's equations give
$$\frac{dg}{dt}=\sum_i\left(\frac{p_i}{m_i}\frac{\partial g}{\partial x_i}+(F_{f,i}+F_{s,i})\frac{\partial g}{\partial p_i}\right)=(D+K_f+K_s)\,g ,$$
$$D=\sum_i\frac{p_i}{m_i}\frac{\partial}{\partial x_i},\qquad K_f=\sum_iF_{f,i}\frac{\partial}{\partial p_i},\qquad K_s=\sum_iF_{s,i}\frac{\partial}{\partial p_i}.$$
Write $L=D+K_f+K_s$. Each further time derivative applies $L$ once more, so the Taylor series in time sums to $g(z(t))=(e^{tL}g)(z(0))$, where $z=(x,p)$.

The full exponential is not available in closed form, but those of the separate parts are. In $D$ the momenta are constants as far as the derivatives are concerned, and in $K$ the positions are. Each exponential series is therefore an ordinary Taylor series for a shift:
$$e^{\tau D}g(x,p)=g\!\left(x+\tau p/m,\;p\right),\qquad e^{\tau K}g(x,p)=g\!\left(x,\;p+\tau F(x)\right),$$
with $p/m$ understood component by component. The first is a drift at constant momentum, the second an impulse at fixed position.

The order of factors needs attention. Let $\phi_A$ be the map of phase space belonging to $e^A$, so that $(e^Ah)(z)=h(\phi_A(z))$. Putting $h=e^Bg$ gives
$$(e^Ae^Bg)(z)=(e^Bg)(\phi_A(z))=g\big(\phi_B(\phi_A(z))\big).$$
The leftmost factor moves the phase-space point first. A product of exponentials can thus be read from left to right as a list of instructions.

To approximate $e^{\tau(A+B)}$ for operators that do not commute, use the symmetric Trotter product
$$S(\tau)=e^{\tau B/2}e^{\tau A}e^{\tau B/2}.$$
Since $S(-\tau)S(\tau)=1$, its logarithm is odd in $\tau$, so $\ln S=\tau(A+B)+\tau^3C+O(\tau^5)$. Hence $S$ differs from $e^{\tau(A+B)}$ by a term of third order per step.

Choose an outer step $\Delta t=n\,\delta t$ with $n$ a whole number. First set $B=K_s$ and $A=D+K_f$, with $\tau=\Delta t$:
$$e^{\Delta tL}\approx e^{\Delta tK_s/2}\,e^{\Delta t(D+K_f)}\,e^{\Delta tK_s/2}.$$
The middle factor is motion under the fast force alone. Write it as $n$ equal factors $e^{\delta t(D+K_f)}$ and apply the symmetric product to each, now with $B=K_f$ and $A=D$:
$$e^{\Delta tL}\approx e^{\Delta tK_s/2}\left[e^{\delta tK_f/2}\,e^{\delta tD}\,e^{\delta tK_f/2}\right]^n e^{\Delta tK_s/2}.\tag{1}$$

Reading (1) from left to right with the two shift formulas gives the algorithm:
$$\begin{aligned}
&p\leftarrow p+\tfrac{\Delta t}{2}F_s(x),\\
&n\text{ times:}\quad p\leftarrow p+\tfrac{\delta t}{2}F_f(x),\quad x\leftarrow x+\delta t\,\tfrac{p}{m},\quad p\leftarrow p+\tfrac{\delta t}{2}F_f(x),\\
&p\leftarrow p+\tfrac{\Delta t}{2}F_s(x).
\end{aligned}\tag{2}$$
The repeated line is velocity Verlet for the fast force. The lines around it are slow impulses. The approximation lies in replacing $e^{\Delta tL}$ by the product; the passage from (1) to (2) involves none. The numerical check tests this equality in rational arithmetic for polynomial forces, where the operator series terminate.

Between the last line of one outer step and the first line of the next the positions do not change. The two half impulses therefore use the same $F_s$ and add up to $\Delta t\,F_s$, so one new slow force is needed per outer step. When $\delta t\to0$ at fixed $\Delta t$, the inner loop becomes the exact fast motion, and (2) solves
$$\frac{dp}{dt}=F_f(x)+F_s(x)\,\Delta t\sum_k\delta(t-k\Delta t),\qquad \frac{dx}{dt}=\frac pm ,$$
with half weight for the pulses at the two ends of the run. Indeed, across a pulse $x$ is continuous while $p$ jumps by $\Delta t\,F_s(x)$. The slow force is thus not held constant over the outer step: it is absent most of the time and then delivered all at once, with the correct weight on average.

At finite $\delta t$ the same statement can be made with a single Verlet recursion. Number the inner positions $x_j$ through the whole run, and let $p_{j+1/2}$ be the momentum during the drift from $x_j$ to $x_{j+1}$. All impulses given at $x_j$ add up. Two fast halves make $\delta tF_f(x_j)$, and if $n$ divides $j$, two slow halves add $\Delta tF_s(x_j)=\delta t\,nF_s(x_j)$. Hence
$$p_{j+1/2}-p_{j-1/2}=\delta t\,G_j,\qquad G_j=\begin{cases}F_f(x_j)+nF_s(x_j), & n\text{ divides }j,\\ F_f(x_j), &\text{otherwise.}\end{cases}$$
Subtracting $x_j-x_{j-1}=\delta t\,p_{j-1/2}/m$ from $x_{j+1}-x_j=\delta t\,p_{j+1/2}/m$ gives
$$x_{j+1}-2x_j+x_{j-1}=\frac{\delta t^2}{m}\,G_j .\tag{3}$$
The start is $p_{1/2}=p_0+\tfrac{\delta t}{2}G_0$. RESPA is ordinary Verlet in which the slow force acts on every $n$th step, multiplied by $n$.

The symmetry of (1) makes the algorithm reversible. Let $R$ reverse all momenta. Doing $R$, an impulse of duration $\tau$, and $R$ again takes $p$ to $-p$, to $-p+\tau F$, to $p-\tau F$, which is the inverse impulse. In the same way a drift turns into its inverse. If $\Phi$ is the map of one outer step, $R\Phi R$ is therefore the list of inverse operations in the original order, whereas $\Phi^{-1}$ is the list of inverses in the opposite order. For a palindromic list the two agree, so $R\Phi R=\Phi^{-1}$: reversing the momenta and continuing leads back to the start. Each drift and each impulse is also the exact motion of a Hamiltonian, $\sum_ip_i^2/2m_i$ or a potential, so their composition is symplectic. A lopsided scheme, with one full slow impulse at the start of each step, is still symplectic but loses the palindrome. It differs from the symmetric scheme by a half impulse at each end of the run, so its energy does not drift either, but the energy error at the recorded times is of first order in $\Delta t$.

The size of the error follows from $C$. The third-order term of $e^{\ln S}$ is $C+(A+B)^3/6$. Multiplying out the three exponentials of $S$, the third-order term is
$$\tfrac16A^3+\tfrac14(BA^2+A^2B)+\tfrac18(B^2A+AB^2)+\tfrac14BAB+\tfrac16B^3 .$$
In $(A+B)^3/6$ each of the eight ordered products has coefficient $\tfrac16$. Subtraction leaves
$$\begin{aligned}C&=\tfrac1{12}(A^2B-2ABA+BA^2)-\tfrac1{24}(B^2A-2BAB+AB^2)\\&=\tfrac1{12}[A,[A,B]]-\tfrac1{24}[B,[B,A]].\end{aligned}$$

These commutators belong to Hamiltonians. For one coordinate of mass $\mu$, define
$$\{f,g\}=\frac{\partial f}{\partial x}\frac{\partial g}{\partial p}-\frac{\partial f}{\partial p}\frac{\partial g}{\partial x},$$
and let $L_Gg=\{g,G\}$ be the generator of motion under $G$. The Jacobi identity gives
$$[L_F,L_G]g=\{\{g,G\},F\}-\{\{g,F\},G\}=\{g,\{G,F\}\},$$
so $[L_F,L_G]=L_{\{G,F\}}$. Applying this twice, $[L_F,[L_F,L_G]]$ belongs to $\{\{G,F\},F\}=\{F,\{F,G\}\}$, the two changes of sign cancelling.

For the outer product take $F=H_f=p^2/2\mu+V_f$ and $G=V_s$. Primes denote derivatives with respect to $x$. Then
$$\{H_f,V_s\}=-\frac{pV_s'}{\mu},\qquad \{H_f,\{H_f,V_s\}\}=-\frac{V_f'V_s'}{\mu}+\frac{p^2V_s''}{\mu^2},$$
$$\{V_s,H_f\}=\frac{pV_s'}{\mu},\qquad\{V_s,\{V_s,H_f\}\}=\frac{V_s'^2}{\mu}.$$
For the inner product, replace $H_f$ by $p^2/2\mu$ and $V_s$ by $V_f$; the mixed term is then absent. Using the corrected inner Hamiltonian in the outer brackets changes the result at order $\Delta t^2\delta t^2$ only. Up to fourth-order terms, the algorithm therefore follows the shadow Hamiltonian
$$\begin{aligned}\tilde H=H&+\Delta t^2\left[\frac{p^2V_s''}{12\mu^2}-\frac{V_f'V_s'}{12\mu}-\frac{V_s'^2}{24\mu}\right]\\&+\delta t^2\left[\frac{p^2V_f''}{12\mu^2}-\frac{V_f'^2}{24\mu}\right].\end{aligned}\tag{4}$$
For $n=1$ the force terms combine to $-(V_f'+V_s')^2/24\mu$, and (4) becomes the Verlet result for the full potential. For $V_s=0$ the outer step disappears from the error. In general, every term with $\Delta t^2$ contains the slow potential. What counts is therefore that $V_s$ has small derivatives; being expensive does not make a force suitable for the outer step.

The bond stretch of H$_2$ gives a concrete case. The fast force is the restricted Hartree–Fock force in the 6-31G basis, and the slow force is the correlation force, full configuration interaction minus Hartree–Fock in the same basis. Both energy curves are interpolated from computed points, and the forces are derivatives of the interpolants. The protons move classically without rotation, with reduced mass $\mu=8.363\times10^{-28}$ kg. At the equilibrium length of 74.6 pm the curvatures are $k_f=576.7$ N/m and $k_s=-10.5$ N/m. These values belong to the small basis and are not converged: in cc-pVTZ the equilibrium length is 74.3 pm, $k_f=593$ N/m, $k_s=-16$ N/m, and the correlation force at equilibrium is 0.50 nN instead of 0.99 nN. The correlation force depends on the same bond length and so varies at the rate of the vibration itself; it is slow in the sense of being soft.

Release the bond at rest from $r=85$ pm, with $\Delta t=0.5$ fs and $n=5$, so that $\delta t=0.1$ fs. The forces there are $F_f=-5.326$ nN and $F_s=1.132$ nN. The first slow impulse is
$$p=(0.25\times10^{-15}\,\mathrm s)(1.132\times10^{-9}\,\mathrm N)=2.83\times10^{-25}\ \mathrm{kg\,m/s}.$$
The first fast half impulse adds $(0.05\times10^{-15}\,\mathrm s)(-5.326\times10^{-9}\,\mathrm N)=-2.66\times10^{-25}$ kg m/s and leaves $1.7\times10^{-26}$ kg m/s. The drift is
$$\frac{\delta t\,p}{\mu}=\frac{(10^{-16}\,\mathrm s)(1.7\times10^{-26}\,\mathrm{kg\,m/s})}{8.363\times10^{-28}\,\mathrm{kg}}=2.0\times10^{-15}\ \mathrm m .$$
The bond lengthens by 0.002 pm, although the total force, $-4.19$ nN, pulls it together. Equation (3) shows why: at this instant the effective force is $F_f+5F_s=+0.33$ nN. The inner positions belong to the pulsed motion, and energies should be recorded at the outer times, after the closing half impulse.

After five inner steps $r=84.376$ pm and $p=-2.353\times10^{-24}$ kg m/s. The slow force is now 1.121 nN, and its half impulse of $2.80\times10^{-25}$ kg m/s brings the momentum to $-2.073\times10^{-24}$ kg m/s. For comparison, the initial total force acting for 0.5 fs would give $-2.10\times10^{-24}$ kg m/s.

The structural claims were tested on this system. Recursion (3) reproduces the outer positions to rounding error. When the pulses are given a finite width of 0.01 fs and the motion is integrated by a Runge–Kutta method, the bond length after four outer steps differs from the impulse result by $4.8\times10^{-4}$ pm; at half the width the gap is $2.4\times10^{-4}$ pm, and extrapolation to zero width leaves $2\times10^{-6}$ pm. After 200 outer steps forward and 200 back, the symmetric algorithm returns to within $10^{-12}$ pm. The lopsided one misses by 1.6 pm, with momentum converted to length through $\mu\omega$, where $\omega=\sqrt{k_f/\mu}$.

Equation (4) was tested by halving the outer step from 0.2 to 0.1 fs at $n=5$. The rms fluctuation of $H$ fell by a factor 4.00, and that of $\tilde H$ by 16.0, as expected for second-order and fourth-order errors.

Over 100 fs at the 0.5 fs outer step, the rms fluctuation of $H$ about its mean is $9.0\times10^{-23}$ J, or 0.56 meV. The vibrational energy, the height of the full curve at 85 pm above its minimum, is $2.4\times10^{-20}$ J, so the fluctuation is about 0.4 percent of it. The harmonic estimate $\tfrac12(k_f+k_s)(10.4\,\mathrm{pm})^2\approx3.1\times10^{-20}$ J is about a quarter too high, because the bond softens on stretching: the total force at 85 pm is 4.19 nN, against about 5.9 nN from the curvature at equilibrium. Ordinary Verlet with the full force gives $3.8\times10^{-22}$ J at 0.5 fs and $1.5\times10^{-23}$ J at 0.1 fs. For the same 201 correlation forces, RESPA thus has about a quarter of the error of the coarse Verlet run. The fine Verlet run has an error six times smaller than RESPA, but it needs 1001 correlation forces. With this division of the force, RESPA does not reach the accuracy of its inner step. The ratios depend on the basis: in cc-pVTZ, where the correlation force is about half as large, RESPA has 0.11 of the error of the coarse run and about three times that of the fine one.

Equation (4) shows what limits it. At the moment of release $p=0$, and the slow bracket contributes
$$\frac{\Delta t^2}{\mu}\left[-\frac{V_f'V_s'}{12}-\frac{V_s'^2}{24}\right]=1.3\times10^{-22}\ \mathrm J,$$
using $V_f'=5.326$ nN and $V_s'=-1.132$ nN. The inner bracket contributes $-\delta t^2V_f'^2/24\mu=-1.4\times10^{-23}$ J, about ten times less in magnitude. The main part is the product $V_f'V_s'$: the correlation energy has little curvature, but its force keeps a steady value near 1 nN. Since $\tilde H$ is conserved to fourth order, $H$ fluctuates as the brackets do. The product swings with $V_f'$, which changes sign during each vibration, and the steady value of $V_s'$ sets the size of the swing.

The expansion (4) assumes small steps and gives no warning of an instability at larger ones. Linear forces $-k_fx$ and $-k_sx$ with $k_f>0$ show it. One inner step gives
$$x'=\left(1-\tfrac{\omega^2\delta t^2}{2}\right)x+\frac{\delta t}{\mu}p,\qquad p'=-k_f\delta t\left(1-\tfrac{\omega^2\delta t^2}{4}\right)x+\left(1-\tfrac{\omega^2\delta t^2}{2}\right)p .$$
For $\omega\delta t<2$ set $\sin(\varphi/2)=\omega\delta t/2$ and $\Gamma=\mu\omega\cos(\varphi/2)$. Then $1-\omega^2\delta t^2/2=\cos\varphi$ and $\sin\varphi=\omega\delta t\cos(\varphi/2)$, so the matrix of the step is
$$A=\begin{pmatrix}\cos\varphi&\sin\varphi/\Gamma\\-\Gamma\sin\varphi&\cos\varphi\end{pmatrix}.$$
In the variables $(x,p/\Gamma)$ this is a rotation, so $A^n$ has the same form with $n\varphi$ in place of $\varphi$. The slow half impulse has the matrix $Q=\begin{pmatrix}1&0\\-k_s\Delta t/2&1\end{pmatrix}$. Since $\mathrm{tr}(QA^nQ)=\mathrm{tr}(A^nQ^2)$, and $Q^2$ has $-k_s\Delta t$ in its lower left corner, half the trace of the outer step is
$$h=\cos n\varphi-\frac{k_s\Delta t}{2\Gamma}\sin n\varphi .\tag{5}$$
The determinant is one, so the eigenvalues are $h\pm\sqrt{h^2-1}$. They lie on the unit circle for $|h|<1$. For $|h|>1$ one of them has modulus $|h|+\sqrt{h^2-1}>1$, and the amplitude grows exponentially.

Put $n\varphi=\pi+\varepsilon$ and $a=k_s\Delta t/2\Gamma$, with both $\varepsilon$ and $a$ small. Then $h=-\cos\varepsilon+a\sin\varepsilon\approx-1+\varepsilon^2/2+a\varepsilon$, which is below $-1$ when $\varepsilon$ lies between $0$ and $-2a$. The unstable window starts at $n\varphi=\pi$, which for a fine inner step is half the fast period, and extends to longer steps if $k_s<0$, to shorter ones if $k_s>0$. The slow impulses then arrive twice per fast oscillation and act in step with it.

For the H$_2$ curvatures, half the fast period is 3.78 fs. With a fine inner step $a\approx\pi k_s/2k_f=-0.029$, and the middle of the window, $\varepsilon=-a$, lies at $\Delta t=3.82$ fs. There $h=-1.0004$, and the amplitude grows by 2.9 percent per outer step. The growth is the same to that accuracy for $n=40$ and $n=400$, so refining the inner loop does not help. Ordinary Verlet with the full linear force becomes unstable at 2.43 fs. For finite $n$ the condition $n\varphi=\pi$ is met at $\Delta t=(2n/\omega)\sin(\pi/2n)$, which is less than $\pi/\omega$. In this model RESPA thus postpones the first instability by a factor of at most about 1.6, however small the inner step. The window is narrow: it ends at $\varepsilon=-2a$, near 3.85 fs for a fine inner step, and beyond it (5) gives $|h|<1$ again until $n\varphi$ approaches $2\pi$, which for a fine inner step is the full fast period. An outer step below the first window, which for $k_s>0$ lies just short of $n\varphi=\pi$, avoids these linear resonances; the analysis says nothing about resonances of anharmonic forces, which set in earlier. On the actual H$_2$ curves, released from 85 pm with $n=16$, the energy error within 400 outer steps exceeds the vibrational energy near $\Delta t=2.6$ fs, about a third of the period, and ordinary Verlet runs away from about 1.7 fs. For small steps, (4) then decides how short the step must be for the energy error one is willing to accept.

## Values computed for the example and the checks

```
operator product and loop, exact test: x = 78871009/552960000
reduced mass: 8.363110e-28 kg
outer step: 0.500 fs, inner step: 0.100 fs, n = 5
full-CI equilibrium bond length: 74.620 pm
fast curvature at equilibrium: 576.719 N/m
slow curvature at equilibrium: -10.495 N/m
slow force at equilibrium: 0.9878 nN
One outer step
start: r = 85.0000 pm, p = 0.0000e+00 kg m/s
fast force at start: -5.3262 nN
slow force at start: 1.1316 nN
after first slow half impulse: p = 2.82896e-25 kg m/s
after inner step 1: r = 85.0020 pm, p = -2.49750e-25 kg m/s
after inner step 2: r = 84.9403 pm, p = -7.81529e-25 kg m/s
after inner step 3: r = 84.8151 pm, p = -1.31059e-24 kg m/s
after inner step 4: r = 84.6269 pm, p = -1.83504e-24 kg m/s
after inner step 5: r = 84.3762 pm, p = -2.35295e-24 kg m/s
slow force at new position: 1.1210 nN
after last slow half impulse: p = -2.07269e-24 kg m/s
Tests of the structure
largest gap to Stoermer recursion: 4.3e-13 pm
pulse width: 0.0100 fs, gap: 4.830e-04 pm
half that width, gap: 2.425e-04 pm
extrapolated to zero width, gap: 2.0e-06 pm
return error, symmetric product: 3.4e-13 pm
return error, lopsided product: 1.600 pm
phase-space area factor minus one: -1.3e-08
outer step 0.2 fs: rms of H 1.429e-23 J, of shadow energy 7.327e-27 J
outer step 0.1 fs: rms of H 3.569e-24 J, of shadow energy 4.572e-28 J
ratios on halving: H 4.003, shadow 16.025
Run of 100 fs
bond length range: 66.16 to 85.00 pm
rms energy error, RESPA: 8.983e-23 J = 0.561 meV
rms energy error, Verlet at outer step: 3.785e-22 J
rms energy error, Verlet at inner step: 1.503e-23 J
RESPA / Verlet at outer step: 0.237
RESPA / Verlet at inner step: 5.976
slow-force evaluations, RESPA: 201
slow-force evaluations, Verlet at inner step: 1001
Resonance, linear forces
half period of the fast motion: 3.7831 fs
Verlet stability limit, full force: 2.4306 fs
half trace at the 0.5 fs outer step: 0.91651
resonant outer step: 3.8176 fs
half trace there, n = 40: -1.000416
growth per outer step, n = 40: 1.02928
growth per outer step, n = 400: 1.02926
```
